# Resistivity saturation from a minimum relaxation time: the parallel-resistor model: a program that tests the result

```python
"""
Result under test: the parallel-resistor law of resistivity saturation,
    1/rho = 1/rho_ideal + 1/rho_sat,   rho_sat = m/(n e^2 tau0).
Carrier groups have momentum relaxation times s with an exponential
distribution of mean tau. Times s < tau0 are excluded and the rest is
renormalized. n: carrier density, m: mass, e: charge.
The different result for successive free flights is tested as well.
SI units inside; resistivities are printed in microohm cm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

e, m, hbar, kB = const.e, const.m_e, const.hbar, const.k
MICROOHM_CM = 1e-8          # in ohm m
FS = 1e-15

# Round model parameters, roughly typical of a metallic disilicide film
n = 3e28
shortest_path = 0.5e-9
rho0 = 10 * MICROOHM_CM
slope_ideal = 0.14 * MICROOHM_CM
thickness = 30e-9
debye_T = 500.0
expansion = 1e-5
mass_ratio = 1.5


def fermi_speed(density):
    return hbar * (3 * np.pi**2 * density) ** (1 / 3) / m


def drude_rho(time, density=n):
    return m / (density * e**2 * time)


v_F = fermi_speed(n)
k_F = m * v_F / hbar
E_F = 0.5 * m * v_F**2
tau0 = shortest_path / v_F
rho_sat = drude_rho(tau0)


def rho_ideal(T):
    return rho0 + slope_ideal * T


def ideal_time(T):
    return m / (n * e**2 * rho_ideal(T))


def parallel(r1, r2):
    return r1 * r2 / (r1 + r2)


nodes, node_weights = np.polynomial.legendre.leggauss(200)


def truncated_groups(tau, cutoff):
    """Times above the cutoff and their numerically normalized weights."""
    s = cutoff + 20 * tau * (nodes + 1)
    w = node_weights * np.exp(-s / tau)
    return s, w / w.sum()


def rho_from_motion(tau, cutoff):
    """Step dp/dt = F - p/s to the steady state and sum the current."""
    s, w = truncated_groups(tau, cutoff)
    field = 1.0
    force = e * field
    p = np.zeros_like(s)
    dt = 5 * (tau + cutoff)
    for _ in range(500):
        p = (p + force * dt) / (1 + dt / s)
    current = n * e * np.sum(w * p) / m
    return field / current


# Parallel law from the equations of motion, weak to strong scattering
worst = 0.0
for ratio in (0.05, 0.3, 1.0, 5.0, 50.0):
    tau = ratio * tau0
    moved = rho_from_motion(tau, tau0)
    law = parallel(drude_rho(tau), rho_sat)
    worst = max(worst, abs(moved / law - 1))
assert worst < 1e-9
assert abs(rho_from_motion(tau0, 0.0) / drude_rho(tau0) - 1) < 1e-9

# Slope of the saturating curve from finite differences of the motion
slopes = {}
for T in (300.0, 1100.0):
    upper = rho_from_motion(ideal_time(T + 1), tau0)
    lower = rho_from_motion(ideal_time(T - 1), tau0)
    numeric = (upper - lower) / 2
    formula = slope_ideal * (rho_sat / (rho_ideal(T) + rho_sat)) ** 2
    assert abs(numeric / formula - 1) < 1e-4
    slopes[T] = numeric


# Mean excess over a cutoff, times in units of the uncut mean
def mean_excess(density, cutoff):
    norm = quad(density, cutoff, 60)[0]
    first = quad(lambda s: (s - cutoff) * density(s), cutoff, 60)[0]
    return first / norm


def exponential(s):
    return np.exp(-s)


def gamma_two(s):
    return 4 * s * np.exp(-2 * s)


for cutoff in (0.0, 0.5, 1.0, 3.0):
    assert abs(mean_excess(exponential, cutoff) - 1) < 1e-6
assert abs(mean_excess(gamma_two, 0.0) - 1) < 1e-6
gamma_excess = mean_excess(gamma_two, 1.0)
assert abs(gamma_excess - 1) > 0.2

# Other ways of treating the short times, at the hottest example point
T_hot = 1100.0
tau_hot = ideal_time(T_hot)
a = tau0 / tau_hot
above = quad(lambda s: s * np.exp(-s), a, 60)[0]
below = quad(lambda s: a * np.exp(-s), 0, a)[0]
deleted_time = (tau_hot + tau0) * np.exp(-a)
raised_time = tau0 + tau_hot * np.exp(-a)
assert abs(above * tau_hot / deleted_time - 1) < 1e-8
assert abs((above + below) * tau_hot / raised_time - 1) < 1e-8

# Successive free flights: mean age seen at random instants
rng = np.random.default_rng(7)


def observed_age(tau, cutoff):
    flights = rng.exponential(tau, 3_000_000)
    flights = flights[flights > cutoff]
    ends = np.cumsum(flights)
    instants = np.sort(rng.uniform(0, ends[-1], 1_000_000))
    index = np.searchsorted(ends, instants)
    index = np.minimum(index, len(flights) - 1)
    return np.mean(instants - (ends[index] - flights[index]))


def flight_time(tau, cutoff):
    return tau + cutoff**2 / (2 * (tau + cutoff))


for tau, cutoff in ((1.0, 0.0), (0.3, 1.0), (tau_hot / tau0, 1.0)):
    age = observed_age(tau, cutoff)
    assert abs(age / flight_time(tau, cutoff) - 1) < 0.015
    if cutoff > 0:
        assert age < 0.8 * (tau + cutoff)
age_hot = age * tau0

# Neglected: diffuse surfaces. The lost share of current is an average
# over depth and direction cosine u of exp(-depth/(path*u)).
tau_300 = ideal_time(300.0)
s, w = truncated_groups(tau_300, tau0)


def surface_loss(path):
    k = thickness / path
    integral = quad(lambda u: (u - u**3) * (1 - np.exp(-k / u)), 0, 1)[0]
    return 1.5 * integral / k


losses = np.array([surface_loss(v_F * time) for time in s])
film_loss = np.sum(w * s * losses) / np.sum(w * s)
mean_square = (tau_300 + tau0) ** 2 + tau_300**2
thick_film = 3 * v_F * mean_square / (8 * thickness * (tau_300 + tau0))
assert abs(film_loss / thick_film - 1) < 0.03

# Neglected: Bloch-Grueneisen phonon law instead of its linear limit


def phonon_ratio(T):
    x_max = debye_T / T
    integral = quad(lambda x: x**5 / (np.expm1(x) * -np.expm1(-x)),
                    0, x_max)[0]
    return 4 * integral / x_max**4


assert abs(phonon_ratio(20 * debye_T) - 1) < 1e-3
rho_300 = parallel(rho_ideal(300.0), rho_sat)
bg_ideal = rho0 + slope_ideal * 300 * phonon_ratio(300.0)
bg_change = parallel(bg_ideal, rho_sat) / rho_300 - 1

# Neglected: thermal smearing, for paths independent of energy
x = np.linspace(-30, 30, 6001)
edge = 1 / (4 * np.cosh(x / 2) ** 2)
edge /= edge.sum()
thermal = kB * T_hot / E_F
mu = brentq(lambda y: np.sum(edge * (y + thermal * x) ** 1.5) - 1,
            0.9, 1.1)
smearing_loss = 1 - np.sum(edge * (mu + thermal * x))
assert abs(smearing_loss / (np.pi**2 * thermal**2 / 12) - 1) < 0.02

# Neglected: expansion from 300 K to the hottest point
stretch = 1 + expansion * (T_hot - 300)
n_hot = n / stretch**3
tau0_hot = shortest_path * stretch / fermi_speed(n_hot)
expansion_change = drude_rho(tau0_hot, n_hot) / rho_sat - 1
assert abs(expansion_change / (stretch - 1) - 1) < 1e-6

# Neglected: one heavy axis; bounds on polycrystal conductivity
arithmetic = (2 + 1 / mass_ratio) / 3
harmonic = 3 / (2 + mass_ratio)
broadening = hbar / (tau_hot + tau0) / E_F
broadening_sat = hbar / tau0 / E_F

U = MICROOHM_CM
print(f"carrier density: {n*1e-6:.1e} cm^-3")
print(f"shortest path: {shortest_path*1e9:.2f} nm")
print(f"residual ideal resistivity: {rho0/U:.1f} microohm cm")
print(f"ideal slope: {slope_ideal/U:.3f} microohm cm/K")
print(f"film thickness: {thickness*1e9:.0f} nm")
print(f"Fermi speed: {v_F:.3e} m/s")
print(f"Fermi energy: {E_F/e:.3f} eV")
print(f"minimum time tau0: {tau0/FS:.4f} fs")
print(f"saturation resistivity: {rho_sat/U:.1f} microohm cm")
print(f"largest relative error of law against motion: {worst:.1e}")
for T in (300.0, 400.0, 700.0, 1100.0):
    tau = ideal_time(T)
    r = rho_from_motion(tau, tau0)
    print(f"T = {T:.0f} K: tau = {tau/FS:.3f} fs, "
          f"mean time = {(tau+tau0)/FS:.3f} fs")
    print(f"  ideal rho = {rho_ideal(T)/U:.1f}, "
          f"actual rho = {r/U:.1f} microohm cm")
    print(f"  ideal sheet = {rho_ideal(T)/thickness:.2f}, "
          f"actual sheet = {r/thickness:.2f} ohm/square")
for T, value in slopes.items():
    print(f"actual slope at {T:.0f} K: {value/U:.4f} microohm cm/K")
print(f"gamma-law excess at cutoff = mean: {gamma_excess:.4f} means")
print("At 1100 K, other treatments of short times:")
print(f"  deleted carriers: {drude_rho(deleted_time)/U:.1f} microohm cm")
print(f"  times raised to tau0: {drude_rho(raised_time)/U:.1f} microohm cm")
flight_rho = drude_rho(flight_time(tau_hot, tau0))
print(f"  free flights, formula: {flight_rho/U:.1f} microohm cm")
print(f"  free flights, simulated: {drude_rho(age_hot)/U:.1f} microohm cm")
print("Neglected effects:")
print(f"  surface loss of conductivity, 300 K: {100*film_loss:.2f} %")
print(f"  thick-film estimate of that loss: {100*thick_film:.2f} %")
print(f"  Debye temperature used: {debye_T:.0f} K")
print(f"  phonon part / linear law, 300 K: {phonon_ratio(300.0):.4f}")
print(f"  resulting change of rho, 300 K: {100*bg_change:.1f} %")
print(f"  thermal smearing loss, 1100 K: {100*smearing_loss:.3f} %")
print(f"  linear expansion coefficient: {expansion:.1e} 1/K")
print(f"  expansion change of rho_sat: {100*expansion_change:.2f} %")
print(f"  heavy-axis mass ratio: {mass_ratio:.2f}")
print(f"  polycrystal / light-axis conductivity: "
      f"{harmonic:.3f} to {arithmetic:.3f}")
print(f"  broadening / Fermi energy, 1100 K: {broadening:.3f}")
print(f"  broadening / Fermi energy, saturation: {broadening_sat:.3f}")
print("all assertions hold")
```

Printed output:

```
carrier density: 3.0e+22 cm^-3
shortest path: 0.50 nm
residual ideal resistivity: 10.0 microohm cm
ideal slope: 0.140 microohm cm/K
film thickness: 30 nm
Fermi speed: 1.113e+06 m/s
Fermi energy: 3.521 eV
minimum time tau0: 0.4493 fs
saturation resistivity: 263.3 microohm cm
largest relative error of law against motion: 1.1e-13
T = 300 K: tau = 2.275 fs, mean time = 2.724 fs
  ideal rho = 52.0, actual rho = 43.4 microohm cm
  ideal sheet = 17.33, actual sheet = 14.47 ohm/square
T = 400 K: tau = 1.792 fs, mean time = 2.242 fs
  ideal rho = 66.0, actual rho = 52.8 microohm cm
  ideal sheet = 22.00, actual sheet = 17.59 ohm/square
T = 700 K: tau = 1.095 fs, mean time = 1.545 fs
  ideal rho = 108.0, actual rho = 76.6 microohm cm
  ideal sheet = 36.00, actual sheet = 25.53 ohm/square
T = 1100 K: tau = 0.721 fs, mean time = 1.171 fs
  ideal rho = 164.0, actual rho = 101.1 microohm cm
  ideal sheet = 54.67, actual sheet = 33.68 ohm/square
actual slope at 300 K: 0.0976 microohm cm/K
actual slope at 1100 K: 0.0532 microohm cm/K
gamma-law excess at cutoff = mean: 0.6667 means
At 1100 K, other treatments of short times:
  deleted carriers: 188.4 microohm cm
  times raised to tau0: 141.5 microohm cm
  free flights, formula: 146.5 microohm cm
  free flights, simulated: 146.5 microohm cm
Neglected effects:
  surface loss of conductivity, 300 K: 6.38 %
  thick-film estimate of that loss: 6.43 %
  Debye temperature used: 500 K
  phonon part / linear law, 300 K: 0.8604
  resulting change of rho, 300 K: -9.6 %
  thermal smearing loss, 1100 K: 0.060 %
  linear expansion coefficient: 1.0e-05 1/K
  expansion change of rho_sat: 0.80 %
  heavy-axis mass ratio: 1.50
  polycrystal / light-axis conductivity: 0.857 to 0.889
  broadening / Fermi energy, 1100 K: 0.160
  broadening / Fermi energy, saturation: 0.416
all assertions hold
```
